# Confined PAW orbitals: energy shift, split valence and basis error: a numerical check

```python
"""Confined PAW orbitals, energy shift, split valence and basis error.

Result under test: with a hard wall at r_c the free-atom basis error equals the
energy shift dE = eps(r_c) - eps_0, with or without a split-valence function;
for small dE, dE ~ (hbar^2 kappa/m) u_0(r_c)^2. In changed surroundings the error
differs, and a second zeta helps as far as the radial shape has to change.
Symbols: u = r*phi radial function; P = r*projector; dH, dS = PAW corrections to
Hamiltonian and overlap; r_s = split radius; R = distance of the two atoms.
Model atom: v(r) = -Z e^2 exp(-r/d)/(4 pi eps0 r). Units: eV and angstrom.
"""
import numpy as np
from numpy.polynomial import Polynomial, legendre as leg
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_laguerre, eval_genlaguerre

HB2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20       # hbar^2/2m in eV A^2
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10      # e^2/(4 pi eps0) in eV A
Z, D_SCR, R_AUG, R_BOND = 3.0, 1.2, 1.2, 3.0
SPLIT_NORM, BOX = 0.15, 16.0
SQUEEZE = 0.5                                        # field k r^2, k in eV/A^2
SHIFTS = [1.0, 0.3, 0.1, 0.03, 0.01, 0.003, 0.001]
DISTANCES = [2.4, 2.7, 3.0, 3.5, 4.0]

# ---------- quadrature and spectral-element radial mesh ----------
GX, GW = leg.leggauss(12)


def panels(points, longest):
    points = sorted(points)
    out = [points[0]]
    for a, b in zip(points[:-1], points[1:]):
        if b - a > 1e-12:
            n = int(np.ceil((b - a) / longest))
            out.extend(np.linspace(a, b, n + 1)[1:])
    return np.array(out)


def gauss(edges):
    half = np.diff(edges)[:, None] / 2
    return (edges[:-1, None] + half * (1 + GX)).ravel(), (half * GW).ravel()


DEG = 14
_pol = leg.Legendre.basis(DEG)
X = np.concatenate([[-1.0], np.sort(np.real(_pol.deriv().roots())), [1.0]])
PX = _pol(X)
WX = 2 / (DEG * (DEG + 1) * PX**2)
DX = PX[:, None] / (PX[None, :] * (X[:, None] - X[None, :] + np.eye(DEG + 1)))
np.fill_diagonal(DX, 0.0)
DX[0, 0], DX[-1, -1] = -DEG * (DEG + 1) / 4, DEG * (DEG + 1) / 4
TO_LEG = np.linalg.inv(leg.legvander(X, DEG))


class Mesh:
    """Radial mesh on [0, rmax]; functions vanish at both ends."""

    def __init__(self, rmax):
        self.edges = panels([0.0, 0.3, R_AUG, rmax], 1.5)
        n = len(self.edges) - 1
        size = n * DEG + 1
        self.r, self.w = np.zeros(size), np.zeros(size)
        self.kin = np.zeros((size, size))
        for k in range(n):
            i = slice(k * DEG, k * DEG + DEG + 1)
            h = (self.edges[k + 1] - self.edges[k]) / 2
            self.r[i] = self.edges[k] + h * (X + 1)
            self.w[i] += h * WX
            self.kin[i, i] += HB2M * DX.T @ (WX[:, None] * DX) / h

    def evaluate(self, u, x):
        """Value and derivative at points x, zero beyond the wall."""
        x = np.atleast_1d(np.asarray(x, float))
        val, der = np.zeros_like(x), np.zeros_like(x)
        n = len(self.edges) - 1
        where = np.searchsorted(self.edges, x, side="right") - 1
        where = np.where(x == self.edges[-1], n - 1, where)
        for k in range(n):
            m = where == k
            if m.any():
                a, b = self.edges[k], self.edges[k + 1]
                t = 2 * (x[m] - a) / (b - a) - 1
                c = TO_LEG @ u[k * DEG:k * DEG + DEG + 1]
                val[m] = leg.legval(t, c)
                der[m] = leg.legval(t, leg.legder(c)) * 2 / (b - a)
        return val, der


def radial(mesh, pot, l=0, paw=None):
    """Two lowest levels and radial functions for angular momentum l."""
    r, w = mesh.r[1:-1], mesh.w[1:-1]
    ham = mesh.kin[1:-1, 1:-1] + np.diag(w * (pot(r) + HB2M * l * (l + 1) / r**2))
    ovl = np.diag(w)
    if paw is not None:
        c = w * paw["P"](r)
        ham = ham + paw["dH"] * np.outer(c, c)
        ovl = ovl + paw["dS"] * np.outer(c, c)
    e, vec = eigh(ham, ovl, subset_by_index=[0, 1])
    states = []
    for k in range(2):
        u = np.zeros(len(mesh.r))
        u[1:-1] = vec[:, k]
        states.append(u * np.sign(u[np.argmax(abs(u))]))
    return e, states


# ---------- all-electron atom and PAW dataset ----------
def v_ae(r):
    return -Z * COUL * np.exp(-r / D_SCR) / r


free = Mesh(BOX)
e_s, u_s = radial(free, v_ae)
e_core, e_val, u_ae = e_s[0], e_s[1], u_s[1]
e_p = radial(free, v_ae, 1)[0][0]

va = v_ae(R_AUG)
va1 = -va * (1 / R_AUG + 1 / D_SCR)
va2 = va * (2 / R_AUG**2 + 2 / (R_AUG * D_SCR) + 1 / D_SCR**2)
slope_s = va1 / (2 * R_AUG)                          # derivatives in r^2
curv_s = (va2 - va1 / R_AUG) / (4 * R_AUG**2)


def v_smooth(r, depth):
    s = r**2 - R_AUG**2
    inner = va + slope_s * s + curv_s * s**2 / 2 + depth * (-s / R_AUG**2)**3
    return np.where(r < R_AUG, inner, v_ae(r))


depth = brentq(lambda a: radial(free, lambda r: v_smooth(r, a), 1)[0][0] - e_p,
               -400.0, 0.0, xtol=1e-9)


def v_loc(r):
    return v_smooth(r, depth)


ua, ua1 = (y[0] for y in free.evaluate(u_ae, R_AUG))
target = [ua, ua1, (va - e_val) * ua / HB2M,
          (va1 * ua + (va - e_val) * ua1) / HB2M]
powers = [1, 3, 5, 7]
mat = [[Polynomial([0.0] * n + [1.0]).deriv(j)(R_AUG) for n in powers]
       for j in range(4)]
coef = np.zeros(8)
coef[powers] = np.linalg.solve(np.array(mat, float), target)
u_ps = Polynomial(coef)


def chi(r):
    inner = -HB2M * u_ps.deriv(2)(r) + (v_loc(r) - e_val) * u_ps(r)
    return np.where(r < R_AUG, inner, 0.0)


r_in, w_in = gauss(panels([0.0, 0.3, R_AUG], 0.3))
ux, dux = free.evaluate(u_ae, r_in)
px, dpx = u_ps(r_in), u_ps.deriv()(r_in)
missing = w_in * (ux**2 - px**2)                     # density correction in sphere
strength = np.sum(w_in * px * chi(r_in))
dS = np.sum(missing)
dH = e_val * dS - strength
PAW = {"P": lambda r: chi(r) / strength, "dH": dH, "dS": dS}
dH_def = np.sum(w_in * (HB2M * (dux**2 - dpx**2)
                        + v_ae(r_in) * ux**2 - v_loc(r_in) * px**2))
assert abs(dH_def - dH) < 1e-5
s_min = min(1.0, 1 + dS * np.sum(w_in * PAW["P"](r_in)**2))
assert s_min > 0


def neighbour(bond):
    """PAW correction from the spherical average of the other atom's potential."""
    return v_ae(bond) * np.sum(missing * np.sinh(r_in / D_SCR) / (r_in / D_SCR))


e_free, u_free = radial(free, v_loc, 0, PAW)
e0, u0 = e_free[0], u_free[0]
assert abs(e0 - e_val) < 1e-5                        # no ghost below, right level
kappa = np.sqrt(-e0 / HB2M)


# ---------- confined orbitals ----------
def level(rc):
    return radial(Mesh(rc), v_loc, 0, PAW)[0][0]


def make_orbitals(shift):
    """Return r_c, r_s, (a, b) and functions r -> (u, u') for s1, s2, p."""
    rc = brentq(lambda r: level(r) - e0 - shift, 1.5, 10.0, xtol=1e-11)
    mesh = Mesh(rc)
    u1 = radial(mesh, v_loc, 0, PAW)[1][0]
    up = radial(mesh, v_loc, 1)[1][0]

    def norm_from(a):
        y, wy = gauss(panels([a, rc], 0.4))
        return np.sum(wy * mesh.evaluate(u1, y)[0]**2)

    total = norm_from(0.0)
    rs = brentq(lambda a: norm_from(a) / total - SPLIT_NORM, 0.3, rc - 1e-3)
    us, dus = (y[0] for y in mesh.evaluate(u1, rs))
    b = -(dus / rs - us / rs**2) / (2 * rs)
    a = us / rs + b * rs**2

    def first(r):
        return mesh.evaluate(u1, r)

    def second(r):
        val, der = mesh.evaluate(u1, r)
        inside = r < rs
        return (np.where(inside, val - r * (a - b * r**2), 0.0),
                np.where(inside, der - a + 3 * b * r**2, 0.0))

    def polar(r):
        return mesh.evaluate(up, r)

    return rc, rs, (a, b), (first, second, polar)


def atom_in_basis(functions, rc, rs, field=0.0):
    """Lowest level and coefficients of the unwalled atom, with a field k r^2."""
    y, wy = gauss(panels([0.0, 0.3, R_AUG, rs, rc], 0.4))
    val, der = (np.array(t) for t in zip(*[f(y) for f in functions]))
    c = val @ (wy * PAW["P"](y))
    ham = HB2M * (der * wy) @ der.T + (val * wy * (v_loc(y) + field * y**2)) @ val.T
    ham += (dH + field * np.sum(missing * r_in**2)) * np.outer(c, c)
    e, vec = eigh(ham, (val * wy) @ val.T + dS * np.outer(c, c))
    return e[0], vec[:, 0]


# ---------- two-centre problem, even states with axial symmetry ----------
def two_centre_grid(breaks, rmax, bond=R_BOND):
    outer = {0.0, rmax}
    for q in [bond, *breaks, *[abs(bond - t) for t in breaks],
              *[bond + t for t in breaks]]:
        if 0 < q < rmax:
            outer.add(q)
    parts = []
    for ra, wa in zip(*gauss(panels(outer, 0.8))):
        lo, hi = abs(bond - ra), bond + ra
        rb, wb = gauss(panels([lo, hi, *[t for t in breaks if lo < t < hi]], 0.8))
        parts.append(np.array([np.full_like(rb, ra), rb,
                               2 * np.pi * ra * rb / bond * wa * wb]))
    return np.concatenate(parts, axis=1)


def assemble(basis, grid, pot, paw=None, bond=R_BOND):
    """Matrices from values and derivatives with respect to ra and rb."""
    f, fa, fb = basis
    ra, rb, wt = grid
    cosine = (ra**2 + rb**2 - bond**2) / (2 * ra * rb)
    cross = fa.T @ ((wt * cosine)[:, None] * fb)
    ham = HB2M * (fa.T @ (wt[:, None] * fa) + fb.T @ (wt[:, None] * fb)
                  + cross + cross.T)
    ham += f.T @ ((wt * (pot(ra) + pot(rb)))[:, None] * f)
    ovl = f.T @ (wt[:, None] * f)
    if paw is not None:                              # both atoms, equal by symmetry
        c = f.T @ (wt * paw["P"](ra) / ra) / np.sqrt(4 * np.pi)
        ham += 2 * (paw["dH"] + neighbour(bond)) * np.outer(c, c)
        ovl += 2 * paw["dS"] * np.outer(c, c)
    return (ham + ham.T) / 2, (ovl + ovl.T) / 2


def spectral_basis(grid, n_xi=14, n_eta=11, alpha=4.5):
    """Laguerre x even Legendre functions of spheroidal coordinates."""
    ra, rb, _ = grid
    t, eta = (ra + rb) / R_BOND - 1, (ra - rb) / R_BOND
    g, dg, q, dq = [], [], [], []
    for m in range(n_xi):
        damp = np.exp(-alpha * t)
        g.append(damp * eval_laguerre(m, 2 * alpha * t))
        dl = -eval_genlaguerre(m - 1, 1, 2 * alpha * t) if m else 0 * t
        dg.append(-alpha * g[-1] + 2 * alpha * damp * dl)
    for n in range(n_eta):
        pol = leg.Legendre.basis(2 * n)
        q.append(pol(eta))
        dq.append(pol.deriv()(eta) if n else 0 * eta)
    g, dg, q, dq = (np.array(y).T for y in (g, dg, q, dq))

    def product(y, z):
        return (y[:, :, None] * z[:, None, :]).reshape(len(t), -1)

    fx, fe = product(dg, q), product(g, dq)
    small = np.array([m < n_xi - 2 and n < n_eta - 2
                      for m in range(n_xi) for n in range(n_eta)])
    return (product(g, q), (fx + fe) / R_BOND, (fx - fe) / R_BOND), small


grid = two_centre_grid([R_AUG], 10.0)
basis, small = spectral_basis(grid)
reference, drift = [], []
for pot, paw, index in ((v_loc, PAW, 0), (v_ae, None, 1)):
    ham, ovl = assemble(basis, grid, pot, paw)
    full = eigh(ham, ovl, eigvals_only=True)[index]
    sub = np.ix_(small, small)
    drift.append(eigh(ham[sub], ovl[sub], eigvals_only=True)[index] - full)
    reference.append(full)
e_mol, e_mol_ae = reference
assert max(abs(np.array(drift))) < 1e-3              # reference basis converged
assert abs(e_mol - e_mol_ae) < 0.2                   # transferability of dataset
del basis, grid


def molecule_levels(functions, rc, rs, bond=R_BOND):
    """Lowest even level with SZ, DZ, DZP; second/first zeta ratio in DZ."""
    g = two_centre_grid([R_AUG, rs, rc], bond + rc, bond)
    ra, rb, _ = g
    cols = []
    for fun in functions[:2]:
        (ya, da), (yb, db) = fun(ra), fun(rb)
        cols.append((ya / ra + yb / rb, da / ra - ya / ra**2, db / rb - yb / rb**2))
    (ya, da), (yb, db) = functions[2](ra), functions[2](rb)
    ha, hb = ya / ra**2, yb / rb**2
    dha, dhb = da / ra**2 - 2 * ya / ra**3, db / rb**2 - 2 * yb / rb**3
    xa = (ra**2 + bond**2 - rb**2) / (2 * bond)
    xb = (rb**2 + bond**2 - ra**2) / (2 * bond)
    cols.append((ha * xa + hb * xb, dha * xa + (ha - hb) * ra / bond,
                 dhb * xb + (hb - ha) * rb / bond))
    ham, ovl = assemble([np.array(y).T for y in zip(*cols)], g, v_loc, PAW, bond)
    solved = [eigh(ham[:n, :n], ovl[:n, :n]) for n in (1, 2, 3)]
    mix = solved[1][1][:, 0]
    return [e[0] for e, _ in solved], mix[1] / mix[0]


# ---------- scan of the energy shift ----------
rows, detail = [], None
for shift in SHIFTS:
    rc, rs, (a, b), funcs = make_orbitals(shift)
    atom_sz = atom_in_basis(funcs[:1], rc, rs)[0] - e0
    atom_dz = atom_in_basis(funcs[:2], rc, rs)[0] - e0
    assert abs(atom_sz - shift) < 1e-5 and abs(atom_dz - shift) < 1e-5
    assert abs(funcs[1](np.array([rs - 1e-4]))[0][0]) < 1e-6
    slope = funcs[0](np.array([rc]))[1][0]
    tail = free.evaluate(u0, rc)[0][0]
    y, wy = gauss(panels([0.0, 0.3, R_AUG, rc], 0.4))
    y0, yc, py = free.evaluate(u0, y)[0], funcs[0](y)[0], PAW["P"](y)
    overlap = np.sum(wy * y0 * yc) + dS * np.sum(wy * y0 * py) * np.sum(wy * yc * py)
    identity = -HB2M * tail * slope / overlap
    assert abs(identity / shift - 1) < 1e-3
    law = 2 * HB2M * kappa * tail**2
    errors = np.array(molecule_levels(funcs, rc, rs)[0]) - e_mol
    assert errors.min() > -2e-4                      # variational bound
    rows.append((shift, rc, rs, law, atom_dz, *errors))
    if shift == 0.1:
        step = 1e-3
        force = (level(rc + step) - level(rc - step)) / (2 * step)
        assert abs(force / (-HB2M * slope**2) - 1) < 1e-3
        ae_shift = radial(Mesh(rc), v_ae)[0][1] - e_val
        assert abs(ae_shift - shift) < 5e-3
        detail = (rc, rs, a, b, tail, slope, overlap, identity, force, ae_shift)

rows = np.array(rows)
decade = rows[-1, 1] - rows[-3, 1]
decade_law = np.log(10) / (2 * kappa)
assert abs(decade / decade_law - 1) < 0.06
assert abs(rows[-1, 3] / rows[-1, 0] - 1) < 0.05
assert -1e-6 < rows[-1, 5] - rows[-1, 6] < 1e-3      # second zeta idle in this pair
assert rows[-1, 6] - rows[-1, 7] > 1e-3              # the p function is not

# ---------- when does a second zeta help? (orbitals of the smallest shift) ----------
paw_field = {**PAW, "dH": dH + SQUEEZE * np.sum(missing * r_in**2)}
e_squeezed = radial(free, lambda r: v_loc(r) + SQUEEZE * r**2, 0, paw_field)[0][0]
sq_sz = atom_in_basis(funcs[:1], rc, rs, SQUEEZE)[0] - e_squeezed
sq_dz, sq_vec = atom_in_basis(funcs[:2], rc, rs, SQUEEZE)
sq_dz -= e_squeezed
assert sq_dz > -1e-5                                 # variational bound
assert sq_sz - sq_dz > 1e-3                          # radial change: it helps
scan = []
for bond in DISTANCES:
    levels, mix = molecule_levels(funcs, rc, rs, bond)
    scan.append((bond, 1e3 * (levels[0] - levels[1]), mix,
                 1e3 * (levels[1] - levels[2])))

print(f"Z = {Z:.0f}, screening length d = {D_SCR} A, augmentation radius = {R_AUG} A")
print(f"bond length R = {R_BOND} A, split norm = {SPLIT_NORM}")
print(f"hbar^2/2m = {HB2M:.5f} eV A^2, e^2/(4 pi eps0) = {COUL:.5f} eV A")
print(f"all-electron levels 1s, 2s, 2p = {e_core:.4f}, {e_val:.5f}, {e_p:.5f} eV")
print(f"lowest PAW s level = {e0:.5f} eV")
print(f"local potential at r=0: {float(v_loc(np.array(0.0001))):.3f} eV")
print(f"dS = {dS:.5f}, dH = {dH:.5f} eV, dH from definition = {dH_def:.5f} eV")
print(f"smallest eigenvalue of PAW overlap = {s_min:.4f}")
print(f"neighbour correction to dH = {neighbour(R_BOND):.5f} eV")
print(f"kappa = {kappa:.5f} 1/A")
print("Detail for energy shift 0.1 eV:")
names = ["r_c [A]", "r_s [A]", "split a [A^-3/2]", "split b [A^-7/2]",
         "free u0(r_c) [A^-1/2]", "confined u'(r_c) [A^-3/2]",
         "PAW overlap free/confined", "shift from boundary identity [eV]",
         "d eps/d r_c by differences [eV/A]", "all-electron shift, same r_c [eV]"]
for name, value in zip(names, detail):
    print(f"  {name} = {value:.5f}")
print("Atom: shift[eV]  r_c[A]  r_s[A]  tail law[eV]  DZ atom error[eV]")
for row in rows:
    print(f"  {row[0]:.3f}  {row[1]:.4f}  {row[2]:.4f}  {row[3]:.5f}  {row[4]:.6f}")
print(f"r_c growth from 0.01 to 0.001 eV = {decade:.4f} A, ln10/(2 kappa) = {decade_law:.4f} A")
print(f"pair, PAW reference level = {e_mol:.5f} eV, all-electron = {e_mol_ae:.5f} eV")
print(f"dataset error of pair = {1e3 * (e_mol - e_mol_ae):.2f} meV")
print(f"change on shrinking reference basis: PAW {1e3 * drift[0]:.4f}, AE {1e3 * drift[1]:.4f} meV")
print(f"reference binding energy (no nuclear repulsion) = {e0 - e_mol:.5f} eV")
print("Pair errors [meV]: shift  SZ  DZ  DZP | binding error SZ  DZ  DZP")
for row in rows:
    err, bind = 1e3 * row[5:8], 1e3 * (row[0] - row[5:8])
    print(f"  {1e3 * row[0]:.0f}  " + "  ".join(f"{t:.2f}" for t in err)
          + " | " + "  ".join(f"{t:.2f}" for t in bind))
print(f"Squeezed atom, k = {SQUEEZE} eV/A^2, shift 1 meV: level = {e_squeezed:.5f} eV")
print(f"  error SZ = {1e3 * sq_sz:.2f} meV, DZ = {1e3 * sq_dz:.2f} meV, "
      f"second/first zeta = {sq_vec[1] / sq_vec[0]:.4f}")
print("Pair, shift 1 meV: R[A]  second-zeta gain[meV]  second/first zeta  p gain[meV]")
for row in scan:
    print(f"  {row[0]:.1f}  {row[1]:.3f}  {row[2]:.4f}  {row[3]:.2f}")
print("tests ok")
```

Output:

```
Z = 3, screening length d = 1.2 A, augmentation radius = 1.2 A
bond length R = 3.0 A, split norm = 0.15
hbar^2/2m = 3.80998 eV A^2, e^2/(4 pi eps0) = 14.39965 eV A
all-electron levels 1s, 2s, 2p = -90.0939, -6.94535, -5.48522 eV
lowest PAW s level = -6.94535 eV
local potential at r=0: -83.809 eV
dS = -0.09136, dH = 11.33228 eV, dH from definition = 11.33228 eV
smallest eigenvalue of PAW overlap = 0.7018
neighbour correction to dH = 0.11267 eV
kappa = 1.35016 1/A
Detail for energy shift 0.1 eV:
  r_c [A] = 3.27880
  r_s [A] = 1.69782
  split a [A^-3/2] = 0.87348
  split b [A^-7/2] = 0.17253
  free u0(r_c) [A^-1/2] = 0.10066
  confined u'(r_c) [A^-3/2] = -0.25975
  PAW overlap free/confined = 0.99615
  shift from boundary identity [eV] = 0.10000
  d eps/d r_c by differences [eV/A] = -0.25706
  all-electron shift, same r_c [eV] = 0.10002
Atom: shift[eV]  r_c[A]  r_s[A]  tail law[eV]  DZ atom error[eV]
  1.000  2.3743  1.4857  0.98972  1.000000
  0.300  2.8489  1.6246  0.31148  0.300000
  0.100  3.2788  1.6978  0.10424  0.100000
  0.030  3.7439  1.7376  0.03101  0.030000
  0.010  4.1630  1.7535  0.01024  0.010000
  0.003  4.6179  1.7605  0.00305  0.003000
  0.001  5.0301  1.7629  0.00101  0.001000
r_c growth from 0.01 to 0.001 eV = 0.8671 A, ln10/(2 kappa) = 0.8527 A
pair, PAW reference level = -10.56817 eV, all-electron = -10.45618 eV
dataset error of pair = -111.98 meV
change on shrinking reference basis: PAW 0.0727, AE 0.0000 meV
reference binding energy (no nuclear repulsion) = 3.62282 eV
Pair errors [meV]: shift  SZ  DZ  DZP | binding error SZ  DZ  DZP
  1000  2424.76  2416.67  834.81 | -1424.76  -1416.67  165.19
  300  1625.00  1620.92  224.47 | -1325.00  -1320.92  75.53
  100  1423.53  1421.02  142.18 | -1323.53  -1321.02  -42.18
  30  1377.10  1375.65  148.45 | -1347.10  -1345.65  -118.45
  10  1375.62  1374.80  158.45 | -1365.62  -1364.80  -148.45
  3  1380.47  1380.07  163.64 | -1377.47  -1377.07  -160.64
  1  1383.77  1383.52  165.40 | -1382.77  -1382.52  -164.40
Squeezed atom, k = 0.5 eV/A^2, shift 1 meV: level = -6.05256 eV
  error SZ = 60.45 meV, DZ = 36.83 meV, second/first zeta = 0.2479
Pair, shift 1 meV: R[A]  second-zeta gain[meV]  second/first zeta  p gain[meV]
  2.4  11.464  0.1846  2526.95
  2.7  0.588  0.0394  1783.98
  3.0  0.250  -0.0250  1218.12
  3.5  1.226  -0.0547  574.70
  4.0  0.889  -0.0464  225.05
tests ok
```
